\section*{Cupric Ion Depletion and Critical Depth in a Narrow Blind Via}

\section{Physical situation and conventions}

A blind via is a hole open at one end. During copper plating, cupric ions enter through its mouth and are consumed on the side wall and on the bottom. An ion that deposits at the bottom has diffused past the whole wall, so the concentration, and with it the growth rate, falls with depth. The question is how deep the via may be before its bottom grows ten percent more slowly than its mouth.

Let the via be a circular cylinder of radius $a$ and depth $L$. The coordinate $z$ runs from the mouth, $z=0$, to the bottom, $z=L$. The cupric concentration $c$ is held at $c_0$ in the mouth. The liquid is at rest, and for the main result the ions move by diffusion alone, with diffusivity $D$. Copper deposits at the rate $kc$, in moles per area and time. The constant $k$ has the dimension of a velocity and contains the dependence on electrode potential and additive coverage. It is taken to be the same on wall and bottom.

With molar volume $V_{\rm m}$ of copper, the surface advances at the speed
\begin{equation}
v=V_{\rm m}kc .
\end{equation}
For equal $k$, a ratio of growth speeds is therefore a ratio of concentrations. Each cupric ion takes up two electrons, so the magnitude $i$ of the current density at the mouth fixes
\begin{equation}
k=\frac{i}{2Fc_0},
\label{k}
\end{equation}
where $F$ is the Faraday constant.

The critical depth $L_*$ is the total depth of a via for which $c(L_*)=0.9\,c_0$. It is not the position in a deeper via at which the wall growth has fallen by ten percent; the two lengths are compared below.

\section{Balance on a slice}

Consider a slice of the via between $z$ and $z+dz$. The diffusive flux in the direction of increasing $z$ is $-D\,dc/dz$, with $c$ averaged over the cross-section. In steady state, inflow minus outflow equals deposition on the wall strip of area $2\pi a\,dz$:
\begin{equation}
\pi a^2\left[-D\frac{dc}{dz}\right]_z
-\pi a^2\left[-D\frac{dc}{dz}\right]_{z+dz}
=2\pi a\,k\,c_{\rm wall}\,dz .
\end{equation}
The left side is $\pi a^2D\,(d^2c/dz^2)\,dz$. If the wall concentration may be replaced by the section mean,
\begin{equation}
\frac{d^2c}{dz^2}=m^2c,\qquad m=\sqrt{\frac{2k}{aD}} .
\label{ode}
\end{equation}
The length $1/m$ measures how far ions penetrate before the wall consumes them.

The replacement needs a condition. Away from the ends, the local diffusion equation and (\ref{ode}) give
\begin{equation}
\frac1r\frac{\partial}{\partial r}
\left(r\frac{\partial c}{\partial r}\right)
=-\frac{\partial^2c}{\partial z^2}\approx-m^2c .
\end{equation}
To leading order $c$ on the right is constant across the section. Integration from the axis, where the slope vanishes, gives $\partial c/\partial r=-m^2cr/2$, and a second integration gives
\begin{equation}
c(r)\approx c_{\rm axis}\left(1-\frac{m^2r^2}{4}\right).
\label{radial}
\end{equation}
The relative drop from axis to wall is $m^2a^2/4=ka/(2D)$. The one-dimensional description therefore requires
\begin{equation}
\frac{ka}{D}\ll1 .
\label{narrow}
\end{equation}
``Narrow'' means that diffusion across the via is fast compared with reaction at its wall.

\section{Concentration profile}

The bottom is a reacting surface. The flux arriving there equals the deposition rate:
\begin{equation}
-D\left.\frac{dc}{dz}\right|_{z=L}=kc(L).
\label{bottom}
\end{equation}
It is convenient to measure height above the bottom, $s=L-z$. Then $-dc/dz=dc/ds$, and the general solution of (\ref{ode}) is
\begin{equation}
c=A\cosh ms+B\sinh ms .
\end{equation}
At $s=0$ the concentration is $A$ and its slope is $mB$. Condition (\ref{bottom}) becomes $DmB=kA$, so
\begin{equation}
B=bA,\qquad b=\frac{k}{mD}=\frac{ma}{2}.
\label{b}
\end{equation}
The last form follows from $k=m^2aD/2$. The mouth condition $c=c_0$ at $s=L$ fixes $A=c_0/(\cosh mL+b\sinh mL)$. Hence
\begin{equation}
\boxed{\frac{c(z)}{c_0}=
\frac{\cosh m(L-z)+b\sinh m(L-z)}
{\cosh mL+b\sinh mL}} .
\label{profile}
\end{equation}

For numerical work with large $mL$, write the hyperbolic functions as exponentials and cancel the growing factor:
\begin{equation}
\frac{c(z)}{c_0}=e^{-mz}\,
\frac{(1+b)+(1-b)e^{-2m(L-z)}}
{(1+b)+(1-b)e^{-2mL}} .
\end{equation}
This form does not overflow. It also shows the deep limit: far above the bottom of a via with $mL\gg1$, the profile is $c_0e^{-mz}$.

The flux entering the mouth is $J=D\,dc/ds$ at $s=L$:
\begin{equation}
J=Dmc_0\,\frac{\sinh mL+b\cosh mL}{\cosh mL+b\sinh mL}.
\label{flux}
\end{equation}
It must supply both surfaces. Per unit mouth area, the wall consumes
\begin{equation}
\frac{2k}{a}\int_0^L c\,ds
=mDA\left[\sinh mL+b(\cosh mL-1)\right],
\end{equation}
where $2k/a=m^2D$ was used. The bottom consumes $kA=mDbA$. Their sum is $mDA(\sinh mL+b\cosh mL)$, which is (\ref{flux}).

\section{Critical depth}

Let $g$ be the required ratio of bottom to mouth growth, with $0<g<1$, and let $R=1/g$. Setting $z=L$ in (\ref{profile}) gives
\begin{equation}
\cosh mL+b\sinh mL=R .
\label{criterion}
\end{equation}
The left side rises with $L$, so there is one critical depth, and shallower vias are more uniform. With $x=e^{mL}$, (\ref{criterion}) reads
\begin{equation}
\frac{x+x^{-1}}2+b\,\frac{x-x^{-1}}2=R .
\end{equation}
Multiplication by $2x$ gives
\begin{equation}
(1+b)x^2-2Rx+(1-b)=0 .
\end{equation}
At $x=1$ the left side is $2-2R<0$. The parabola opens upward, so $x=1$ lies between its roots. A positive depth needs $x>1$, which selects the larger root:
\begin{equation}
\boxed{L_*=\frac1m\ln\left[
\frac{R+\sqrt{R^2-1+b^2}}{1+b}\right]},
\qquad R=\frac1{0.9}.
\label{depth}
\end{equation}

Condition (\ref{narrow}) makes $b$ small, because $b^2=ka/(2D)$. Let $\varphi_0=\operatorname{arccosh}R$ be the solution of (\ref{criterion}) for $b=0$, and put $mL_*=\varphi_0+\delta$. If also $b\ll\varphi_0$, which excludes targets $g$ very close to 1, then to first order in $b$ and $\delta$,
\begin{equation}
R+\delta\sinh\varphi_0+b\sinh\varphi_0=R ,
\end{equation}
so $\delta=-b$. Since $b/m=a/2$,
\begin{equation}
L_*\approx\frac{\varphi_0}{m}-\frac a2
=0.467\sqrt{\frac{FDc_0a}{i}}-\frac a2 .
\label{short}
\end{equation}
The second form uses (\ref{k}) and $g=0.9$. The subtraction has a geometric meaning: the bottom area $\pi a^2$ equals that of a wall strip of length $a/2$. To this order, the reacting bottom acts like an extra piece of wall of that length.

For a shallow via, $mL\ll1$, expansion of (\ref{profile}) at the bottom gives
\begin{equation}
1-\frac{c(L)}{c_0}\approx\frac{(mL)^2}{2}+bmL
=\frac{kL^2}{aD}+\frac{kL}{D}.
\end{equation}
The first term comes from wall consumption and the second from bottom consumption. Their ratio is $L/a$, so the wall dominates in a via much deeper than its radius.

\section{Worked example: a through-silicon via}

Take $a=2.50\ \mu$m, $D=5.00\times10^{-6}$ cm$^2$/s, $c_0=0.250$ mol/L and $i=1.00$ mA/cm$^2$ at 298.15 K. These are rough values for a through-silicon via in a high-acid copper sulfate bath. Equation (\ref{k}) gives $k=2.0729\times10^{-5}$ cm/s. Then
\begin{align}
\frac1m&=\sqrt{\frac{(2.50\times10^{-4})(5.00\times10^{-6})}
{2(2.0729\times10^{-5})}}\ {\rm cm}=54.91\ \mu{\rm m},\\
b&=\frac{2.50}{2(54.91)}=0.02276,\\
mL_*&=\ln\frac{1.11111+\sqrt{1.11111^2-1+0.02276^2}}{1.02276}
=0.44497,\\
L_*&=0.44497\times54.91\ \mu{\rm m}=24.43\ \mu{\rm m}
=0.02443\ {\rm mm}.
\end{align}
The depth is 4.89 diameters. The short formula (\ref{short}) gives $24.40\ \mu$m.

At one quarter, one half and three quarters of $L_*$, $c/c_0$ is 0.9576, 0.9270 and 0.9079. About 73% of the drop lies in the upper half, because the flux there still carries the supply for all the wall below. The growth rates are 22.05 nm/min at the mouth and 19.85 nm/min at the bottom.

With the other inputs fixed, $L_*$ is 35.05, 24.43, 16.93 and $10.29\ \mu$m at 0.5, 1, 2 and 5 mA/cm$^2$. By (\ref{short}), it is $L_*+a/2$ that scales approximately as $i^{-1/2}$: a fourfold current changes $35.05+1.25=36.30\ \mu$m to about $18.15\ \mu$m, hence $L_*$ to about $16.90\ \mu$m.

In a via $50\ \mu$m deep, the bottom grows at 0.6813 of the mouth rate. Its wall growth reaches 0.9 of the mouth rate at $z=8.33\ \mu$m, much nearer the mouth than the critical depth of $24.43\ \mu$m. The deeper via has more surface to feed, so its concentration falls more steeply at the mouth. A local reading of the profile in a deep via therefore cannot replace (\ref{depth}).

\section{Tests of the one-dimensional reduction}

Here $ka/D=1.036\times10^{-3}$, and the predicted radial drop is half of this, $5.18\times10^{-4}$. A finite-volume solution of the full axisymmetric diffusion problem gives the same drop halfway down the $50\ \mu$m via. It gives a critical depth of $24.437\ \mu$m, which changes by less than $0.001\ \mu$m when the mesh spacing is halved.

With $k$ raised by a factor of 300 and the geometry fixed, $ka/D$ is about 0.31, and the one-dimensional bottom concentration is too low by about 24\% relative to the full solution (24.3\% on the mesh used, 24.2\% in the limit of a fine mesh). Equation (\ref{radial}) accounts for the size of this error. The section mean is $c_{\rm axis}(1-m^2a^2/8)$, so the wall concentration is lower than the mean by a fraction of about $ka/(4D)$. This reduces the effective $m^2$ by that fraction and $m$ by $ka/(8D)$, about 3.9\%. Since $mL=0.44497\sqrt{300}=7.71$, the exponent changes by about 0.30. The simple formula is then too low by $1-e^{-0.30}$, about 26\%; this first-order estimate lies slightly above the full result. A small error in $m$ is magnified in a strongly depleted via.

\section{Migration and potential drop}

An electric field also moves the cupric ions. Let $\phi$ be the potential in the liquid, $\psi=F\phi/(R_{\rm g}T)$, with $R_{\rm g}$ the gas constant and $\psi=0$ at the mouth. Suppose that the other ions are H$^+$ and HSO$_4^-$, with concentrations $c_{\rm H}$ and $c_{\rm A}$, and that neither reacts at the electrode. Their steady fluxes vanish:
\begin{equation}
c_{\rm H}'+c_{\rm H}\psi'=0,\qquad
c_{\rm A}'-c_{\rm A}\psi'=0 ,
\end{equation}
where primes denote $d/dz$. Electroneutrality requires $2c+c_{\rm H}=c_{\rm A}$. Its derivative gives $2c'=(c_{\rm A}+c_{\rm H})\psi'$. The cupric flux becomes
\begin{equation}
-D(c'+2c\psi')=-D\left[1+\frac{4c}{c_{\rm H}+c_{\rm A}}\right]c' .
\label{migration}
\end{equation}
Migration helps the supply and acts as a larger diffusivity.

For 1.80 mol/L sulfuric acid with all sulfate counted as bisulfate, $c_{\rm A}=1.80+0.25=2.05$ mol/L and $c_{\rm H}=2.05-0.50=1.55$ mol/L at the mouth. The bracket is $1+1.00/3.60=1.278$. Integration of the transport equations with (\ref{migration}) raises $L_*$ to $27.62\ \mu$m.

The same field slows the bottom reaction. For a metal surface at uniform potential and a cathodic transfer coefficient $\alpha=0.50$, the rate is $kce^{\alpha\psi}$, with $\psi<0$ inside the via. The potential drop is only 0.336 mV, but the growth criterion is sensitive to it: $L_*$ falls back to $26.76\ \mu$m. Under these assumptions the net change from the diffusion result is $+9.5\%$; dissociation of bisulfate makes it markedly smaller: $+6.8\%$ if 20\% of the sulfate is present as SO$_4^{2-}$, $+5.6\%$ at 35\%, and $+3.1\%$ at full dissociation. In the mathematical limit of large acid excess both corrections vanish; with 1000 times the acid the integration returns $24.44\ \mu$m.

\section{Supply outside the mouth}

The concentration in the mouth is slightly below that at the flat surface far from an isolated via. A point sink of strength $q$ on a flat boundary lowers the concentration at distance $\rho$ by $q/(2\pi D\rho)$, because its flux spreads over a hemisphere. For a uniform flux $J$ into the mouth, the drop at its centre is
\begin{equation}
\Delta c=\int_0^a\frac{J\,2\pi r\,dr}{2\pi Dr}=\frac{Ja}{D}.
\end{equation}
The centre has the largest drop, since a shift of the observation point replaces near parts of the disc by more distant ones. At $L_*$ the mouth flux is $19.169\,kc_0$, so the drop is at most $19.169\times1.036\times10^{-3}=1.99\%$ of $c_0$. If bottom growth is compared with the distant flat surface instead of the mouth, this estimate gives a critical depth of at least $22.06\ \mu$m. Neighbouring vias would add to the drop relative to a distant flat surface, and in a large array their summed effect can exceed that of the via itself.

\section{Use for real filling processes}

The critical depth describes the start of plating. Diffusion adjusts in a time of order $L_*^2/D=1.19$ s, whereas growth by one radius at the mouth takes 6802 s, so the steady profile follows the changing shape. The shape itself matters: for a straight via of half the radius, with $L_*$ and $k$ unchanged, the bottom-to-mouth ratio is 0.8228. Ten percent uniformity at the start is therefore not preserved during the fill.

The result also rests on a uniform $k$. Additives that slow deposition near the mouth relative to the bottom break this assumption. If the bottom has its own constant $k_b$, condition (\ref{bottom}) gives $B=k_bA/(mD)$, and
\begin{equation}
\frac{v(L)}{v(0)}=\frac{k_b}{k}\,
\frac{1}{\cosh mL+(k_b/mD)\sinh mL}.
\end{equation}
For an illustrative $k_b/k=10$ at depth $L_*$, the growth ratio is 8.297 instead of 0.9. It stays below 10 because the bottom is still fed through a depleted via. Such a contrast outweighs all the corrections above; its actual size has to come from measurements on the bath in use.

The reverse reaction is a minor omission at the assumed overpotential of 0.10 V: its rate relative to deposition is $f=\exp[-2F(0.10\ {\rm V})/(R_{\rm g}T)]=0.042\%$. This assumption suits a surface on which deposition is inhibited. On clean copper the same current may need a much smaller overpotential. If the reverse rate is uniform, the growth ratio obeys the same equations with $k$ replaced by $k/(1-f)$, where $k$ is still given by (\ref{k}). At 17 mV, for example, $f$ is about 0.27 and $L_*$ falls to about $21\ \mu$m. With cathodic and anodic transfer coefficients 0.5 and 1.5, this overpotential belongs to an exchange current density of about 1 mA/cm$^2$, and 0.10 V to about 0.14 mA/cm$^2$. A faster surface lowers the depth much more: exchange current densities of 3 and 10 mA/cm$^2$ give $f=0.70$ and $0.90$ and $L_*$ of about 13 and $7\ \mu$m. At 0.10 V, by contrast, the rough value of $D$ matters more than the reverse reaction, since by (\ref{short}) an error of 20\% in $D$ shifts $L_*$ by about 10\%. For these inputs, a uniform $k$ and an overpotential large enough to make the reverse reaction negligible, the model supports a depth of about $25\ \mu$m, uncertain by several micrometres because of $D$ and the transport effects estimated above. The two conditions are not easily met together: a large overpotential at this current means an inhibited surface, and additives that inhibit deposition need not cover the via uniformly. The numerical output lists the values at higher resolution for checking an implementation.

\section*{Computed values}
\begin{verbatim}
via radius a = 2.50 um
diffusivity D = 5.00e-06 cm2/s
cupric concentration at mouth c0 = 0.250 mol/L
current density at mouth = 1.00 mA/cm2
deposition constant k = 2.0729e-05 cm/s
decay length 1/m = 54.91 um
bottom parameter b = 0.02276 (no unit)
R = 1.11111, arccosh R = 0.46715
m L* = 0.44497 (no unit)
critical depth L* = 24.43 um = 0.02443 mm
depth over diameter at L* = 4.89
short formula for L* = 24.40 um
L* from full cylinder solution = 24.437 um
shift of that on halving the mesh = -0.00005 um
c/c0 at z = 0.00 L*: 1.0000
c/c0 at z = 0.25 L*: 0.9576
c/c0 at z = 0.50 L*: 0.9270
c/c0 at z = 0.75 L*: 0.9079
c/c0 at z = 1.00 L*: 0.9000
L* at 0.5 mA/cm2 = 35.05 um
L* at 1.0 mA/cm2 = 24.43 um
L* at 2.0 mA/cm2 = 16.93 um
L* at 5.0 mA/cm2 = 10.29 um
mouth growth rate = 22.05 nm/min
bottom growth rate at L* = 19.85 nm/min
diffusion time L*^2/D = 1.19 s
time to grow one radius at mouth = 6802 s
deep via: depth = 50.0 um
deep via: bottom/mouth growth = 0.6813
deep via: same from full cylinder = 0.6814
deep via: wall growth is 0.9 of mouth at z = 8.33 um
deep via: largest profile error = 5.6e-05 of c0
k a/D = 1.036e-03 (no unit)
relative radial drop, axis to wall = 5.183e-04
1D error in bottom ratio, this k = 0.0024 %
1D error in bottom ratio, 300 k = 24.3 %
mouth flux over wall flux at mouth, J/(k c0) = 19.169
sulfuric acid total = 1.80 mol/L
migration factor on D at mouth = 1.2778
L* with migration = 27.62 um
transfer coefficient alpha = 0.50
L* with migration and potential drop = 26.76 um
potential drop to the bottom = 0.336 mV
L* in 1000-fold acid (limit test) = 24.44 um
outside drop at most = 1.99 % of c0
L* relative to flat surface, at least = 22.06 um
bottom/mouth at L* with half radius = 0.8228
back reaction at 0.10 V = 0.042 %
bottom constant raised by factor = 10
bottom/mouth growth with raised constant = 8.297
\end{verbatim}
